**Correlated-k sky emission against line-by-line emission**

The program compares the downward flux from a layered clear sky with the flux obtained after sorting each layer's optical depth $\tau_i$ separately; $g$ is the fraction of the band with weaker absorption, $B_i$ the Planck radiance and $\mu$ the cosine of the zenith angle. It asserts that an equal Lorentz comb, summed line by line, agrees with its analytic sorted profile, and that sorting gives the lowest emission among all 576 relative orderings of a small three-layer case. It also asserts the transmittance form of the ordering error, its thin limit, its reversal under a warm upper layer, and the upper bound from common frequency bins. In the 740–760 cm⁻¹ example, with synthetic water and CO2 lines, sorting lowers the sky flux from 3.4176 to 3.3858 W/m² and overestimates the net cooling of a black surface by 0.72%. Sixteen $g$ nodes have a total error of −31.8 mW/m², against a root-mean-square error of 282 mW/m² for sixteen equally spaced frequencies. Controls show that the ordering error falls to 3.4 mW/m² when water is made well mixed. An assumed grey continuum of depth 0.5 changes the flux far more than the ordering error does.

## Numerical verification

```python
"""Correlated-k sky emission tested against line-by-line emission.

Result under test: sorting the optical depth of every layer separately
(correlated-k) is exact when all layers order the frequencies alike.
Otherwise it overestimates transmittance and, if the Planck emission does
not increase with height, underestimates the flux reaching the ground.
Averaging optical depths in frequency bins common to all layers errs the
other way, so the two results bracket the line-by-line flux.

Symbols: tau[i, f] vertical optical depth of layer i (0 = lowest) at
frequency f; B[i] Planck radiance, W/(m2 sr cm-1); mu cosine of the zenith
angle; g fraction of the band with smaller absorption; wavenumbers in cm-1.
Ordering error = line-by-line flux minus fully resolved sorted flux.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import wofz
from scipy.stats import spearmanr

LOW, HIGH = 740.0, 760.0
WIDTH = HIGH - LOW
C2 = 100 * const.h * const.c / const.k          # cm K
T_REF = 296.0                                   # K, reference for lines
T_GROUND, T_MIN = 290.0, 215.0                  # K
P_GROUND = 1000.0                               # hPa
WATER_MASS = 20.0                               # kg/m2
CO2_FRACTION = 420e-6
GAMMA_REF = 0.08                                # cm-1 at 1000 hPa, 296 K
N_FREQ, N_LAYER = 20000, 20
CO2_STRENGTH, CO2_ENERGY, CO2_SPACING = 2e-22, 1000.0, 1.5
M_WATER, M_CO2, M_AIR = (m * const.atomic_mass for m in (18.015, 44.01, 28.96))


def frequencies(n):
    return LOW + WIDTH * (np.arange(n) + 0.5) / n


def planck(nu, temperature):
    """Radiance per cm-1 for wavenumber nu in cm-1."""
    return (100 * 2 * const.h * const.c**2 * (100 * nu)**3
            / np.expm1(C2 * nu / temperature))


def atmosphere(n_layer):
    """Relative pressure edges, mid pressures (relative), temperatures."""
    edge = np.linspace(1.0, 0.0, n_layer + 1)
    mid = 0.5 * (edge[1:] + edge[:-1])
    exponent = 287.0 * 0.0065 / const.g         # 6.5 K/km lapse rate
    return edge, mid, np.maximum(T_MIN, T_GROUND * mid**exponent)


def draw_water_lines(seed):
    """Twenty random lines: centre, strength (cm/molecule), lower energy."""
    rng = np.random.default_rng(seed)
    return (rng.uniform(LOW - 10, HIGH + 10, 20),
            10**rng.uniform(-25, -22, 20), rng.uniform(200, 2000, 20))


def layer_depths(water_lines, n_layer=N_LAYER, n_freq=N_FREQ, water=True,
                 co2=True, mixed_water=False, fixed_t=False, fixed_p=False,
                 voigt=False, self_broadening=False):
    nu = frequencies(n_freq)
    edge, pressure, temperature = atmosphere(n_layer)
    air = -np.diff(edge) * P_GROUND * 100 / (const.g * M_AIR) / 1e4
    water_total = WATER_MASS / M_WATER / 1e4    # molecules/cm2
    share = -np.diff(edge if mixed_water else edge**4)
    water_column = water_total * share
    centres = np.arange(LOW - 10, HIGH + 10, CO2_SPACING)
    comb = (centres, np.full(centres.size, CO2_STRENGTH),
            np.full(centres.size, CO2_ENERGY))
    gases = []
    if water:
        gases.append((water_lines, water_column, 1.5, M_WATER, True))
    if co2:
        gases.append((comb, CO2_FRACTION * air, 1.0, M_CO2, False))
    tau = np.zeros((n_layer, n_freq))
    for i in range(n_layer):
        t = T_REF if fixed_t else temperature[i]
        p = 0.5 if fixed_p else pressure[i]
        for lines, column, rotation, mass, is_water in gases:
            gamma = GAMMA_REF * p * (T_REF / t)**0.7
            if self_broadening and is_water:
                gamma *= 1 + 4 * water_column[i] / air[i]
            for centre, strength, energy in zip(*lines):
                s = (strength * (T_REF / t)**rotation
                     * np.exp(-C2 * energy * (1 / t - 1 / T_REF))
                     * np.expm1(-C2 * centre / t)
                     / np.expm1(-C2 * centre / T_REF))
                x = nu - centre
                if voigt:
                    sigma = centre * np.sqrt(const.k * t / mass) / const.c
                    z = (x + 1j * gamma) / (sigma * np.sqrt(2))
                    shape = wofz(z).real / (sigma * np.sqrt(2 * np.pi))
                else:
                    shape = gamma / np.pi / (x * x + gamma * gamma)
                tau[i] += column[i] * s * shape
    return tau


def angles(n_mu):
    x, w = np.polynomial.legendre.leggauss(n_mu)
    return 0.5 * (x + 1), 0.5 * w


def spectral_flux(tau, B, n_mu=4):
    """Downward flux at the ground, by recursion from the top layer down."""
    total = np.zeros(tau.shape[1])
    for mu, w in zip(*angles(n_mu)):
        radiance = np.zeros(tau.shape[1])
        for depth, source in zip(tau[::-1], B[::-1]):
            trans = np.exp(-depth / mu)
            radiance = radiance * trans + source * (1 - trans)
        total += 2 * np.pi * w * mu * radiance
    return total


def band_flux(tau, B, n_mu=4):
    return WIDTH * spectral_flux(tau, B, n_mu).mean()


def ordering_error(tau, B):
    return band_flux(tau, B) - band_flux(np.sort(tau, axis=1), B)


def split_gauss(m, split=0.9):
    x, w = angles(m // 2)
    return (np.concatenate([split * x, split + (1 - split) * x]),
            np.concatenate([split * w, (1 - split) * w]))


# Equal Lorentz comb: explicit line sums against the analytic sorted law.
widths, mean_depth = np.array([0.10, 0.05, 0.02]), np.array([0.8, 0.5, 0.3])
comb_B = np.array([1.0, 0.7, 0.4])
position = (np.arange(400) + 0.5) / 400
offset = position[:, None] - np.arange(-2000, 2001)[None, :]
comb_tau = np.array([m * (y / np.pi / (offset**2 + y * y)).sum(axis=1)
                     for m, y in zip(mean_depth, widths)])
g_node, g_weight = split_gauss(80)
a = 2 * np.pi * widths[:, None]
comb_k = mean_depth[:, None] * np.sinh(a) / (np.cosh(a) + np.cos(np.pi * g_node))
comb_line = spectral_flux(comb_tau, comb_B).mean()
comb_ck = spectral_flux(comb_k, comb_B) @ g_weight
assert abs(comb_ck / comb_line - 1) < 1e-4

# Every relative ordering of three small layers: sorted emission is lowest.
rng = np.random.default_rng(5)
small = np.sort(rng.exponential(1.0, (3, 4)), axis=1)
all_flux = [spectral_flux(np.array([small[0], small[1][list(p)],
                                    small[2][list(q)]]), comb_B).mean()
            for p in itertools.permutations(range(4))
            for q in itertools.permutations(range(4))]
small_sorted = spectral_flux(small, comb_B).mean()
assert min(all_flux) >= small_sorted - 1e-12
assert max(all_flux) > small_sorted + 1e-3

# Opposed half-bands below a warm grey layer: the error changes sign.
toy_a, toy_grey = 1.0, 5.0
toy = np.array([[0, toy_a], [toy_a, 0], [toy_grey, toy_grey]])
toy_dT = (np.exp(-np.sort(toy[:2], axis=1).sum(axis=0)).mean()
          - np.exp(-toy[:2].sum(axis=0)).mean())
assert abs(toy_dT - (1 - np.exp(-toy_a))**2 / 2) < 1e-14
toy_errors = []
for toy_B in (np.array([1.2, 1.0, 0.8]), np.array([1.2, 1.0, 3.0])):
    numeric = (spectral_flux(toy, toy_B, 32).mean()
               - spectral_flux(np.sort(toy, axis=1), toy_B, 32).mean())
    formula = quad(lambda mu: np.pi * mu * (1 - np.exp(-toy_a / mu))**2
                   * (toy_B[1] - toy_B[2] * (1 - np.exp(-toy_grey / mu))),
                   0, 1)[0]
    assert abs(numeric - formula) < 1e-5
    toy_errors.append(numeric)
assert toy_errors[0] > 0 > toy_errors[1]

# Main example.
nu = frequencies(N_FREQ)
edge, pressure, temperature = atmosphere(N_LAYER)
B = np.array([planck(nu, t).mean() for t in temperature])
assert np.all(np.diff(B) <= 0)
lines = draw_water_lines(1)
tau = layer_depths(lines)
tau_sorted = np.sort(tau, axis=1)
flux_nu = spectral_flux(tau, B)
flux_line = WIDTH * flux_nu.mean()
flux_sorted = band_flux(tau_sorted, B)
error = flux_line - flux_sorted
assert error > 0

# The same error from ground-to-level transmittances.
B_step = B - np.append(B[1:], 0.0)
error_from_T = 0.0
for mu, w in zip(*angles(4)):
    dT = (np.exp(-np.cumsum(tau_sorted, axis=0) / mu).mean(axis=1)
          - np.exp(-np.cumsum(tau, axis=0) / mu).mean(axis=1))
    assert dT.min() > -1e-12
    error_from_T += WIDTH * 2 * np.pi * w * mu * (B_step @ dT)
assert abs(error_from_T - error) < 1e-9
T_line = np.exp(-tau.sum(axis=0)).mean()
T_sorted = np.exp(-tau_sorted.sum(axis=0)).mean()

# Thin limit of the transmittance error.
eps = 1e-5
thin = (np.expm1(-eps * tau_sorted.sum(axis=0)).mean()
        - np.expm1(-eps * tau.sum(axis=0)).mean()) / eps**2
cov_sorted = tau_sorted @ tau_sorted.T / N_FREQ
cov_line = tau @ tau.T / N_FREQ
thin_formula = np.triu(cov_sorted - cov_line, 1).sum()
assert abs(thin / thin_formula - 1) < 1e-2

# Finite g quadrature, and equally sparse regular frequency sampling.
g_grid = (np.arange(N_FREQ) + 0.5) / N_FREQ
ck = {}
for m in (4, 8, 16, 32):
    node, weight = split_gauss(m)
    k_node = np.array([np.interp(node, g_grid, row) for row in tau_sorted])
    ck[m] = WIDTH * (spectral_flux(k_node, B) @ weight)
assert abs(ck[32] - flux_sorted) < 3e-3 * flux_line
sparse = WIDTH * flux_nu.reshape(16, -1).mean(axis=0)
sparse_rms = np.sqrt(np.mean((sparse - flux_line)**2))
assert abs(ck[16] - flux_line) < sparse_rms

# Upper bound from bins common to all layers, ordered by column depth.
order = np.argsort(tau.sum(axis=0))
upper = {}
for m in (16, 100, 1000):
    binned = tau[:, order].reshape(N_LAYER, m, -1).mean(axis=2)
    upper[m] = band_flux(binned, B)
    assert upper[m] >= flux_line - 1e-10

# Which change with height disturbs the ordering?
controls = {
    "water only": dict(co2=False),
    "CO2 only": dict(water=False),
    "both, water well mixed": dict(mixed_water=True),
    "both, line T fixed": dict(fixed_t=True),
    "both, line p fixed": dict(fixed_p=True),
    "both, all three fixed": dict(mixed_water=True, fixed_t=True, fixed_p=True),
}
control_result = {}
for name, options in controls.items():
    trial = layer_depths(lines, **options)
    control_result[name] = (band_flux(trial, B), ordering_error(trial, B))
    assert control_result[name][1] > -1e-10
assert abs(control_result["both, all three fixed"][1]) < 1e-9

draws = np.array([ordering_error(layer_depths(draw_water_lines(s)), B)
                  for s in range(101, 121)])
assert draws.min() >= -1e-10

# Effects left out of the main example: flux change and new ordering error.
neglected = {}
for name, options in (("Doppler (Voigt lines)", dict(voigt=True)),
                      ("water self-broadening", dict(self_broadening=True)),
                      ("halved frequency step", dict(n_freq=2 * N_FREQ))):
    trial = layer_depths(lines, **options)
    neglected[name] = (band_flux(trial, B) - flux_line, ordering_error(trial, B))
fine_T = atmosphere(2 * N_LAYER)[2]
fine_B = np.array([planck(nu, t).mean() for t in fine_T])
trial = layer_depths(lines, n_layer=2 * N_LAYER)
neglected["halved layers"] = (band_flux(trial, fine_B) - flux_line,
                              ordering_error(trial, fine_B))
GREY_DEPTH = 0.5
trial = tau + (GREY_DEPTH * -np.diff(edge**7))[:, None]
neglected["grey continuum"] = (band_flux(trial, B) - flux_line,
                               ordering_error(trial, B))
assert 0 <= neglected["grey continuum"][1] <= error
assert abs(neglected["halved frequency step"][0]) < 1e-3 * flux_line
B_nu = np.array([planck(nu, t) for t in temperature])
slope_change = band_flux(tau, B_nu) - flux_line
angle_change = band_flux(tau, B, 24) - flux_line

black = WIDTH * np.pi * planck(nu, T_GROUND).mean()
print(f"band {LOW:.0f}-{HIGH:.0f} cm-1, {N_FREQ} frequencies, {N_LAYER} layers")
print(f"ground {T_GROUND:.0f} K, {P_GROUND:.0f} hPa; coldest {temperature.min():.0f} K")
print(f"water {WATER_MASS:.0f} kg/m2, CO2 {CO2_FRACTION*1e6:.0f} ppm")
print(f"Lorentz half-width at 1000 hPa, 296 K: {GAMMA_REF:.2f} cm-1")
print(f"comb flux/pi: lines {comb_line/np.pi:.6f}, analytic k(g) {comb_ck/np.pi:.6f}")
print(f"orderings tried {len(all_flux)}; flux/pi sorted {small_sorted/np.pi:.5f},"
      f" min {min(all_flux)/np.pi:.5f}, max {max(all_flux)/np.pi:.5f}")
print(f"half-band toy, a=1: transmittance error {toy_dT:.5f}")
print(f"toy flux error, B3=0.8: {toy_errors[0]:+.4f}; B3=3: {toy_errors[1]:+.4f}")
print(f"mean column optical depth {tau.sum(axis=0).mean():.3f}")
print(f"column depth min {tau.sum(axis=0).min():.3f}, max {tau.sum(axis=0).max():.1f}")
for i in (N_LAYER // 2, N_LAYER - 1):
    rank = spearmanr(tau[0], tau[i])[0]
    print(f"rank correlation, lowest layer to {pressure[i]*P_GROUND:.0f} hPa: {rank:.3f}")
print(f"vertical transmittance: line {T_line:.5f}, sorted {T_sorted:.5f}")
print(f"thin-limit coefficient: direct {thin:.4f}, formula {thin_formula:.4f}")
print(f"line-by-line sky flux {flux_line:.5f} W/m2")
print(f"sorted sky flux {flux_sorted:.5f} W/m2")
print(f"ordering error {1e3*error:.3f} mW/m2 = {100*error/flux_line:.3f} % of flux")
print(f"black surface emission {black:.5f} W/m2")
print(f"net cooling: line {black-flux_line:.5f}, sorted {black-flux_sorted:.5f} W/m2")
print(f"net cooling overestimate {100*error/(black-flux_line):.3f} %")
for m, value in ck.items():
    print(f"{m} g nodes: flux {value:.5f} W/m2; quadrature "
          f"{1e3*(value-flux_sorted):+.3f}, total {1e3*(value-flux_line):+.3f} mW/m2")
print(f"16 regular frequencies: rms error {1e3*sparse_rms:.2f} mW/m2")
print(f"evaluation ratio, line-by-line to 16 nodes: {N_FREQ/16:.0f}")
for m, value in upper.items():
    print(f"upper bound, {m} common bins: {value:.5f} W/m2")
for name, (flux, err) in control_result.items():
    print(f"{name}: flux {flux:.4f} W/m2, ordering error {1e3*err:.3f} mW/m2")
print(f"20 line draws: ordering error mean {1e3*draws.mean():.2f}, "
      f"min {1e3*draws.min():.2f}, max {1e3*draws.max():.2f} mW/m2")
print(f"assumed grey continuum depth {GREY_DEPTH:.1f}")
for name, (change, err) in neglected.items():
    print(f"{name}: flux {1e3*change:+.3f}, ordering error now {1e3*err:.3f} mW/m2")
print(f"Planck slope in band: flux {1e3*slope_change:+.3f} mW/m2")
print(f"24 angles instead of 4: flux {1e3*angle_change:+.3f} mW/m2")
print("no test failed")
```

Printed output:

```
band 740-760 cm-1, 20000 frequencies, 20 layers
ground 290 K, 1000 hPa; coldest 215 K
water 20 kg/m2, CO2 420 ppm
Lorentz half-width at 1000 hPa, 296 K: 0.08 cm-1
comb flux/pi: lines 0.652573, analytic k(g) 0.652589
orderings tried 576; flux/pi sorted 0.82329, min 0.82329, max 0.87214
half-band toy, a=1: transmittance error 0.19979
toy flux error, B3=0.8: +0.1963; B3=3: -1.9487
mean column optical depth 1.121
column depth min 0.073, max 19.3
rank correlation, lowest layer to 475 hPa: 0.908
rank correlation, lowest layer to 25 hPa: 0.612
vertical transmittance: line 0.60402, sorted 0.61173
thin-limit coefficient: direct 0.6473, formula 0.6473
line-by-line sky flux 3.41756 W/m2
sorted sky flux 3.38577 W/m2
ordering error 31.790 mW/m2 = 0.930 % of flux
black surface emission 7.83268 W/m2
net cooling: line 4.41512, sorted 4.44691 W/m2
net cooling overestimate 0.720 %
4 g nodes: flux 3.46946 W/m2; quadrature +83.693, total +51.902 mW/m2
8 g nodes: flux 3.39351 W/m2; quadrature +7.738, total -24.052 mW/m2
16 g nodes: flux 3.38578 W/m2; quadrature +0.015, total -31.776 mW/m2
32 g nodes: flux 3.38451 W/m2; quadrature -1.262, total -33.052 mW/m2
16 regular frequencies: rms error 281.85 mW/m2
evaluation ratio, line-by-line to 16 nodes: 1250
upper bound, 16 common bins: 3.44395 W/m2
upper bound, 100 common bins: 3.43043 W/m2
upper bound, 1000 common bins: 3.42927 W/m2
water only: flux 1.5634 W/m2, ordering error 1.445 mW/m2
CO2 only: flux 2.3923 W/m2, ordering error 0.000 mW/m2
both, water well mixed: flux 3.0788 W/m2, ordering error 3.411 mW/m2
both, line T fixed: flux 3.7728 W/m2, ordering error 36.086 mW/m2
both, line p fixed: flux 2.9856 W/m2, ordering error 35.832 mW/m2
both, all three fixed: flux 3.1912 W/m2, ordering error -0.000 mW/m2
20 line draws: ordering error mean 24.38, min 4.16, max 34.31 mW/m2
assumed grey continuum depth 0.5
Doppler (Voigt lines): flux +0.024, ordering error now 31.791 mW/m2
water self-broadening: flux +12.559, ordering error now 32.349 mW/m2
halved frequency step: flux -0.000, ordering error now 31.791 mW/m2
halved layers: flux +5.658, ordering error now 31.969 mW/m2
grey continuum: flux +2082.496, ordering error now 14.688 mW/m2
Planck slope in band: flux +4.305 mW/m2
24 angles instead of 4: flux -1.391 mW/m2
no test failed
```
